**Flux-matched Nernst film and convective diffusion at a rotating disk**

For approach speed \(Bz^2\) at distance \(z\) from the wall and diffusivity \(D\), the profile is \(c/c_b=P(1/3,(z/\ell)^3)\), where \(c_b\) is the bulk concentration, \(P\) the regularized lower incomplete gamma function and \(\ell=(3D/B)^{1/3}\). The linear film with the same wall flux has thickness \(\delta=\Gamma(4/3)\ell\). The program computes the disk flow and asserts that finite-difference solutions reproduce the profile, the wall-flux law, the convective supply inside \(\delta\) and the depleted inventory. It also asserts the low-frequency impedance coefficients, the common high-frequency limit and, with the complete flow, a flux exponent in \(D\) close to 2/3. In the copper example \(\delta\) is 20.4 µm, the concentration there is 85% of bulk, and convection inside \(\delta\) supplies 51% of the wall flux. The impedance peak lies at 0.423 Hz for convective diffusion and at 0.487 Hz for the film. The output also sizes finite Schmidt number, migration, oxygen reduction, warming, the edge ratio and deposit growth.

## Verification by program

```python
"""
Result under test: the Nernst layer reproduces the wall flux at a rotating
disk, but it is neither stagnant nor sharply bounded.
For wall-directed speed B*z**2 and diffusivity D, the true profile is
    c/c_bulk = P(1/3, (z/ell)**3),  ell = (3*D/B)**(1/3),
and the flux-matched linear film has thickness delta = Gamma(4/3)*ell.
P: regularized lower incomplete gamma function; z: distance from the wall.
nu: kinematic viscosity; spin: disk angular speed; Sc = nu/D.
K = (modulation angular frequency)*delta**2/D; Z: transport impedance
(surface concentration change / flux change), divided by delta/D.
SI units are used internally; printed units are stated on each line.
Material parameters are rough typical values for acid copper sulfate.
"""
import numpy as np
from scipy.constants import R, physical_constants
from scipy.integrate import quad, solve_bvp, solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import gamma, gammainc, gammaincc, gammaincinv

FARADAY = physical_constants["Faraday constant"][0]
G43 = gamma(4 / 3)

# Input parameters
D_cu, nu, rpm, radius = 5e-10, 1.2e-6, 400.0, 2.5e-3
c_cu, c_acid, electrons, temperature = 50.0, 1800.0, 2, 298.15
D_ox, c_ox = 1.6e-9, 0.20
copper_molar_volume = 7.1e-6
spin = 2 * np.pi * rpm / 60


def disk_flow(length):
    """Similarity flow: F radial, G azimuthal, H axial."""
    def equations(s, y):
        F, dF, G, dG, H = y
        return np.array([dF, F**2 - G**2 + H * dF,
                         dG, 2 * F * G + H * dG, -2 * F])

    def boundaries(wall, far):
        return np.array([wall[0], wall[2] - 1, wall[4], far[0], far[2]])

    s = np.linspace(0, length, 201)
    e = np.exp(-s)
    guess = np.array([0.5 * s * e, 0.5 * (1 - s) * e, e, -e,
                      -(1 - (1 + s) * e)])
    result = solve_bvp(equations, boundaries, s, guess,
                       tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result.sol


flow = disk_flow(20.0)
a = float(flow(0.0)[1])
assert abs(a - disk_flow(14.0)(0.0)[1]) < 1e-4
s_check = np.linspace(0, 20, 20001)
flow_check = flow(s_check)
torque_integral = 4 * trapezoid(flow_check[0] * flow_check[2], s_check)
assert abs(torque_integral + flow_check[3, 0]) < 1e-5


def layer_scale(D, viscosity=nu, speed=spin):
    B = a * speed**1.5 / np.sqrt(viscosity)
    return (3 * D / B)**(1 / 3), B


def solve_deficit(D, speed_function, length, n=4000, angular_frequency=0.0):
    """Finite differences; deficit is 1 at the wall and 0 at the far end."""
    z = np.linspace(0, length, n + 1)
    h = z[1]
    v = speed_function(z[1:-1])
    lower = D / h**2 - v / (2 * h)
    upper = D / h**2 + v / (2 * h)
    bands = np.zeros((3, n - 1), complex)
    bands[0, 1:] = upper[:-1]
    bands[1] = -2 * D / h**2 - 1j * angular_frequency
    bands[2, :-1] = lower[1:]
    rhs = np.zeros(n - 1, complex)
    rhs[0] = -lower[0]
    c = np.concatenate(([1], solve_banded((1, 1), bands, rhs), [0]))
    gradient = (3 * c[0] - 4 * c[1] + c[2]) / (2 * h)
    return z, c, gradient


# Steady profile and wall flux from the differential equation
ell, B = layer_scale(D_cu)
delta = G43 * ell
z, deficit, gradient = solve_deficit(D_cu, lambda q: B * q**2, 4 * ell)
profile = 1 - deficit.real
assert np.max(abs(profile - gammainc(1 / 3, (z / ell)**3))) < 1e-5
prefactor = G43 * (3 / a)**(1 / 3)
for D, viscosity, speed in [(D_cu, nu, spin), (2e-9, 1e-6, 100.0),
                            (3e-10, 3e-6, 20.0)]:
    scale, strength = layer_scale(D, viscosity, speed)
    g = solve_deficit(D, lambda q: strength * q**2, 4 * scale)[2].real
    formula_flux = (D**(2 / 3) * viscosity**(-1 / 6)
                    * speed**0.5 / prefactor)
    assert abs(D * g / formula_flux - 1) < 1e-5

# Features of the profile
c_half = gammainc(1 / 3, (0.5 * G43)**3)
c_delta = gammainc(1 / 3, G43**3)
z95, z99 = [ell * gammaincinv(1 / 3, p)**(1 / 3) for p in (0.95, 0.99)]
assert abs(np.interp(z95, z, profile) - 0.95) < 1e-5
assert abs(np.interp(z99, z, profile) - 0.99) < 1e-5
gap = np.minimum(z / delta, 1) - profile
assert abs(z[np.argmax(gap)] - delta) < 2 * z[1]
assert abs(max(gap) - (1 - c_delta)) < 2e-3  # peak lies between grid points

diffusion_share = np.exp(-G43**3)
slope = np.gradient(profile, z, edge_order=2)
inside = np.linspace(0, delta, 4001)
supply = trapezoid(B * inside**2 * np.interp(inside, z, slope), inside)
convection_share = supply / (D_cu * gradient.real)
assert abs(convection_share - (1 - diffusion_share)) < 1e-4
inventory = gamma(2 / 3) / (3 * G43**2)
assert abs(trapezoid(deficit.real, z) / delta - inventory) < 1e-5

# Liquid motion at the supposed film edge
s_edge = delta * np.sqrt(spin / nu)
F_edge, _, G_edge, _, H_edge = flow(s_edge)
r_probe = 2e-3
radial_speed = F_edge * spin * r_probe
slip_speed = (1 - G_edge) * spin * r_probe
axial_speed = -H_edge * np.sqrt(nu * spin)
peclet = B * delta**3 / D_cu
assert radial_speed > 100 * D_cu / delta
assert abs(axial_speed / (B * delta**2) - 1) < 0.15  # next flow term


# Complete flow: finite Schmidt number and dependence on diffusivity
def complete_flux(D):
    scale = layer_scale(D)[0]

    def speed_function(q):
        return -np.sqrt(nu * spin) * flow(q * np.sqrt(spin / nu))[4]
    return D * solve_deficit(D, speed_function, 4 * scale)[2].real


def large_sc_flux(D):
    return D / (G43 * layer_scale(D)[0])


sc_error = complete_flux(D_cu) / large_sc_flux(D_cu) - 1
sc_error_small_D = complete_flux(D_cu / 8) / large_sc_flux(D_cu / 8) - 1
assert abs(sc_error) < 0.03
assert abs(sc_error_small_D / sc_error - 0.5) < 0.03  # Sc**(-1/3) trend
doubling = complete_flux(2 * D_cu) / complete_flux(D_cu)
assert abs(np.log2(doubling) - 2 / 3) < 0.02  # finite-Sc correction


# Transport impedance, with delta and D as units
def convective_Z(K):
    g = solve_deficit(1.0, lambda q: 3 * G43**3 * q**2,
                      4 / G43, angular_frequency=K)[2]
    return 1 / g


def film_Z(K):
    root = np.sqrt(1j * K)
    return np.tanh(root) / root


for K in (0.3, 2.5, 20.0):
    g = solve_deficit(1.0, lambda q: 0 * q, 1.0, angular_frequency=K)[2]
    assert abs(1 / g - film_Z(K)) < 1e-5
s_conv = quad(lambda x: np.exp(x**3) * gammaincc(1 / 3, x**3)**2,
              0, 4)[0] / G43
s_film = -film_Z(0.01).imag / 0.01
assert abs(-convective_Z(0.01).imag / 0.01 - s_conv) < 1e-4
assert abs(s_film - 1 / 3) < 1e-4
for Z in (convective_Z(100.0), film_Z(100.0)):
    assert abs(Z * np.sqrt(100j) - 1) < 2e-3
K_scan = np.geomspace(0.1, 100, 60)
Z_gap = np.array([abs(convective_Z(K) - film_Z(K)) for K in K_scan])
assert max(Z_gap) > 0.01
peaks = []
for function in (film_Z, convective_Z):
    found = minimize_scalar(lambda K: function(K).imag,
                            bounds=(0.5, 6), method="bounded")
    assert found.success and 0.6 < found.x < 5.9
    peaks.append((found.x, -found.fun))
to_hz = D_cu / (2 * np.pi * delta**2)

# Currents and near-equilibrium diffusion resistance
j_cu = electrons * FARADAY * D_cu * c_cu / delta
delta_ox = G43 * layer_scale(D_ox)[0]
j_ox = 4 * FARADAY * D_ox * c_ox / delta_ox
resistance = (R * temperature * delta
              / (electrons**2 * FARADAY**2 * D_cu * c_cu))


def overpotential(j):
    return R * temperature / (electrons * FARADAY) * np.log(1 - j / j_cu)


dj = 1e-4 * j_cu
numeric_resistance = -(overpotential(dj) - overpotential(-dj)) / (2 * dj)
assert abs(numeric_resistance / resistance - 1) < 1e-6

# Migration in a film containing Cu(2+), H(+), and HSO4(-)
anion = (c_acid + c_cu) / c_cu
proton = anion - 2
wall_factor = np.sqrt(proton / anion)
migration = (1.5 * anion * (1 - wall_factor)
             - 0.5 * proton * (1 / wall_factor - 1))


def ion_transport(x, y):
    cu, h, s = y
    field = 2 * migration / (4 * cu + h + s)
    return [migration - 2 * cu * field, -h * field, s * field]


ions = solve_ivp(ion_transport, (1, 0), [1, proton, anion],
                 rtol=1e-10, atol=1e-11)
assert ions.success and abs(ions.y[0, -1]) < 1e-6

# Other neglected effects; 2 percent per kelvin is a rough input
property_change = 0.02
thermal = ((1 + property_change)**(2 / 3)
           * (1 - property_change)**(-1 / 6) - 1)
growth = D_cu * c_cu / delta * copper_molar_volume
reynolds = spin * radius**2 / nu
assert reynolds < 1e5
assert growth * delta / D_cu < 1e-2

print(f"Cu(II) concentration: {c_cu/1000:.3f} mol/L")
print(f"sulfuric acid concentration: {c_acid/1000:.2f} mol/L")
print(f"Cu(II) diffusivity: {D_cu:.2e} m2/s")
print(f"kinematic viscosity: {nu:.2e} m2/s")
print(f"rotation: {rpm:.0f} rpm; angular speed: {spin:.3f} rad/s")
print(f"disk radius: {radius*1e3:.2f} mm")
print(f"temperature: {temperature:.2f} K")
print(f"flow coefficient a: {a:.5f} (no unit)")
print(f"Gamma(4/3): {G43:.5f}; delta prefactor: {prefactor:.4f}")
print(f"velocity coefficient B: {B:.4e} 1/(m s)")
print(f"length ell: {ell*1e6:.3f} um")
print(f"Nernst thickness delta: {delta*1e6:.3f} um")
print(f"flow length sqrt(nu/spin): {np.sqrt(nu/spin)*1e6:.2f} um")
print(f"Cu limiting current: {j_cu/10:.3f} mA/cm2")
print(f"c/c_bulk at delta/2: film 0.5 by definition, true {c_half:.4f}")
print(f"c/c_bulk at delta: film 1 by definition, true {c_delta:.4f}")
print(f"95 % of bulk reached at: {z95*1e6:.2f} um")
print(f"99 % of bulk reached at: {z99*1e6:.2f} um")
print(f"diffusive flux at delta / wall flux: {diffusion_share:.4f}")
print(f"convective supply inside delta / wall flux: {convection_share:.4f}")
print(f"deficit / (c_bulk delta): true {inventory:.4f}, film 0.5")
print(f"true deficit / film deficit: {2*inventory:.4f}")
print(f"Peclet number at delta: {peclet:.4f}")
print(f"probe radius for speeds: {r_probe*1e3:.1f} mm")
print(f"radial speed at delta: {radial_speed*1e3:.3f} mm/s")
print(f"azimuthal slip at delta: {slip_speed*1e3:.3f} mm/s")
print(f"axial speed at delta, complete flow: {axial_speed*1e6:.2f} um/s")
print(f"flux factor on doubling D, complete flow: {doubling:.4f}")
print(f"flux factor on doubling D, large Sc: {2**(2/3):.4f}")
print(f"diffusion time delta^2/D: {delta**2/D_cu:.4f} s")
print(f"low-frequency s: film {s_film:.4f}, convective {s_conv:.4f}")
for name, (K, height) in zip(("film", "convective"), peaks):
    print(f"{name} peak: K {K:.3f}, -Im Z {height:.4f}, {K*to_hz:.4f} Hz")
print(f"largest scanned |Z difference|: {max(Z_gap):.4f}"
      f" at K {K_scan[np.argmax(Z_gap)]:.2f}")
print(f"near-equilibrium resistance: {resistance*1e4:.4f} ohm cm2")
print(f"O2 inputs: D {D_ox:.2e} m2/s, c {c_ox:.2f} mol/m3")
print(f"O2 Nernst thickness: {delta_ox*1e6:.3f} um")
print(f"O2 thickness / Cu thickness: {delta_ox/delta:.4f}")
print(f"O2 limiting current: {j_ox/10:.4f} mA/cm2")
print(f"O2 current / Cu current: {100*j_ox/j_cu:.2f} %")
print(f"Schmidt number: {nu/D_cu:.0f}")
print(f"finite-Sc change of flux: {100*sc_error:.2f} %")
print(f"migration change of flux: {100*(migration-1):.2f} %")
print(f"assumed D rise and nu fall: {100*property_change:.1f} %/K")
print(f"flux change for 1 K warming: {100*thermal:.2f} %")
print(f"edge ratio delta/radius: {100*delta/radius:.3f} %")
print(f"Cu molar volume: {copper_molar_volume*1e6:.2f} cm3/mol")
print(f"deposit growth speed: {growth*1e9:.3f} nm/s")
print(f"growth speed / (D/delta): {growth*delta/D_cu:.2e}")
print(f"Reynolds number: {reynolds:.1f}")
print("all assertions hold")
```

Output:

```
Cu(II) concentration: 0.050 mol/L
sulfuric acid concentration: 1.80 mol/L
Cu(II) diffusivity: 5.00e-10 m2/s
kinematic viscosity: 1.20e-06 m2/s
rotation: 400 rpm; angular speed: 41.888 rad/s
disk radius: 2.50 mm
temperature: 298.15 K
flow coefficient a: 0.51023 (no unit)
Gamma(4/3): 0.89298; delta prefactor: 1.6117
velocity coefficient B: 1.2627e+05 1/(m s)
length ell: 22.817 um
Nernst thickness delta: 20.375 um
flow length sqrt(nu/spin): 169.26 um
Cu limiting current: 23.677 mA/cm2
c/c_bulk at delta/2: film 0.5 by definition, true 0.4892
c/c_bulk at delta: film 1 by definition, true 0.8529
95 % of bulk reached at: 25.96 um
99 % of bulk reached at: 32.03 um
diffusive flux at delta / wall flux: 0.4906
convective supply inside delta / wall flux: 0.5094
deficit / (c_bulk delta): true 0.5660, film 0.5
true deficit / film deficit: 1.1321
Peclet number at delta: 2.1362
probe radius for speeds: 2.0 mm
radial speed at delta: 4.568 mm/s
azimuthal slip at delta: 6.189 mm/s
axial speed at delta, complete flow: 48.45 um/s
flux factor on doubling D, complete flow: 1.5777
flux factor on doubling D, large Sc: 1.5874
diffusion time delta^2/D: 0.8303 s
low-frequency s: film 0.3333, convective 0.3740
film peak: K 2.541, -Im Z 0.4172, 0.4870 Hz
convective peak: K 2.205, -Im Z 0.3981, 0.4226 Hz
largest scanned |Z difference|: 0.0441 at K 2.10
near-equilibrium resistance: 0.5426 ohm cm2
O2 inputs: D 1.60e-09 m2/s, c 0.20 mol/m3
O2 Nernst thickness: 30.025 um
O2 thickness / Cu thickness: 1.4736
O2 limiting current: 0.4113 mA/cm2
O2 current / Cu current: 1.74 %
Schmidt number: 2400
finite-Sc change of flux: -2.26 %
migration change of flux: 2.78 %
assumed D rise and nu fall: 2.0 %/K
flux change for 1 K warming: 1.67 %
edge ratio delta/radius: 0.815 %
Cu molar volume: 7.10 cm3/mol
deposit growth speed: 8.712 nm/s
growth speed / (D/delta): 3.55e-04
Reynolds number: 218.2
all assertions hold
```
